\section*{Electron and hole in a spherical dot: the Brus confinement formula}

\section*{The problem}

An electron of effective mass $m_e$ and a hole of effective mass $m_h$ are confined in a semiconductor sphere of radius $R$. Each belongs to one isotropic parabolic band, the walls are infinitely high, and the same dielectric constant $\varepsilon$ holds inside and outside. The bulk gap is $E_g$.

(a) Find the lowest energy of the pair to first order in the electron--hole attraction, including the numerical coefficient of the Coulomb term.

(b) Find how the radius must compare with the exciton Bohr radius for the result to hold.

(c) Evaluate the optical gap for $E_g=1.8$ eV, $m_e=0.12\,m_0$, $m_h=0.50\,m_0$, $\varepsilon=9$ and $R=2.5$ nm, where $m_0$ is the free-electron mass, and judge how far the number can be trusted for a real dot.

With $C=e^2/(4\pi\varepsilon_0\varepsilon)$, the Hamiltonian for the envelope functions inside the sphere is
\begin{equation}
H=E_g-\frac{\hbar^2}{2m_e}\nabla_e^2-\frac{\hbar^2}{2m_h}\nabla_h^2-\frac{C}{r_{12}},\qquad r_{12}=|\mathbf r_e-\mathbf r_h| .
\end{equation}

\section*{A tempting solution}

The pair looks like a hydrogen atom, so one separates off the centre of mass, sets its energy to zero, and keeps a relative particle of mass $\mu$, with $1/\mu=1/m_e+1/m_h$. This particle is put in the sphere. Its ground state has the radial density $(2/R)\sin^2(\pi r/R)$, and with $x=r/R$
\begin{equation}
E_{\rm wrong}=E_g+\frac{\hbar^2\pi^2}{2\mu R^2}-\frac{C}{R}\int_0^1\frac{2\sin^2\pi x}{x}\,dx .
\end{equation}
The integral exceeds 2. Since $(2x-1)^2\ge0$, we have $1/x\ge 4-4x$, with equality only at $x=1/2$. The density is symmetric about $x=1/2$, so the mean of $x$ is $1/2$ and the mean of $4-4x$ is 2.

\section*{Where it fails}

The kinetic energy does separate, but the walls do not. With $M=m_e+m_h$, centre of mass $\mathbf X$ and relative vector $\mathbf r=\mathbf r_e-\mathbf r_h$, the conditions $r_e<R$ and $r_h<R$ read
\begin{equation}
\left|\mathbf X+\frac{m_h}{M}\mathbf r\right|<R,\qquad
\left|\mathbf X-\frac{m_e}{M}\mathbf r\right|<R .
\end{equation}
Each involves both vectors. The separation $r$ can approach $2R$, whereas the tempting solution stops it at $R$. That solution also gives the centre of mass no confinement energy. Its Coulomb integral is the one for a hole pinned at the centre of the dot, which is a different problem.

The kinetic term nevertheless comes out right, which hides the fault. The correct route to it treats two particles, each confined by the same wall.

\section*{Kinetic energy}

In a small sphere the kinetic energy, which scales as $1/R^2$, outweighs the attraction, which scales as $1/R$. The attraction is therefore the perturbation, and at zeroth order the particles are independent.

For a spherically symmetric state of one particle of mass $m$, write $\psi=u(r)/(\sqrt{4\pi}\,r)$. Because $\nabla^2(u/r)=u''/r$, the Schr\"odinger equation becomes
\begin{equation}
-\frac{\hbar^2}{2m}u''=Eu,\qquad u(0)=0,\quad u(R)=0 .
\end{equation}
The first condition keeps $\psi$ finite at the centre; the second is the hard wall. The solution is $u=A\sin kr$ with $kR=\pi$ for the lowest state. Normalization requires $A^2R/2=1$, so
\begin{equation}
u(r)=\sqrt{\frac2R}\,\sin\frac{\pi r}{R},\qquad E=\frac{\hbar^2\pi^2}{2mR^2}.
\end{equation}
States with angular momentum $l\ge1$ have the additional positive term $\hbar^2l(l+1)/(2mr^2)$ and lie higher.

Adding the two particles gives
\begin{equation}
\frac{\hbar^2\pi^2}{2R^2}\left(\frac1{m_e}+\frac1{m_h}\right)=\frac{\hbar^2\pi^2}{2\mu R^2}.
\end{equation}
The reduced mass appears because inverse masses add, not because a relative coordinate has been confined.

\section*{The Coulomb integral}

The unperturbed state is $\psi_0=\psi(r_e)\psi(r_h)$, and the first-order energy is $E_1=-C\langle1/r_{12}\rangle=-CJ/R$, where $J=R\langle 1/r_{12}\rangle$ is a pure number. Both particles have the density $p(x)=2\sin^2\pi x=1-\cos2\pi x$ in $x=r/R$.

First average over the angle between the two position vectors. With $t$ the cosine of that angle,
\begin{align}
\frac12\int_{-1}^{1}\frac{dt}{\sqrt{r_1^2+r_2^2-2r_1r_2t}}
&=\frac{1}{2r_1r_2}\Big[-\sqrt{r_1^2+r_2^2-2r_1r_2t}\,\Big]_{-1}^{1}\nonumber\\
&=\frac{(r_1+r_2)-|r_1-r_2|}{2r_1r_2}=\frac1{r_>},
\end{align}
where $r_>$ is the larger and $r_<$ the smaller radius. The last step holds because the numerator equals $2r_<$ and $r_1r_2=r_<r_>$.

The regions $x_2<x_1$ and $x_2>x_1$ contribute equally, since both densities are the same. Taking the first one twice,
\begin{equation}
J=2\int_0^1\frac{p(x)}{x}P(x)\,dx,\qquad
P(x)=\int_0^x p(s)\,ds=x-\frac{\sin2\pi x}{2\pi}.
\label{eq:J}
\end{equation}
Here $P(x)$ is the fraction of one cloud inside radius $x$. Insert $p$ and $P$ and multiply out, using $\sin2\pi x\cos2\pi x=\tfrac12\sin4\pi x$:
\begin{align}
J&=2\int_0^1(1-\cos2\pi x)\left(1-\frac{\sin2\pi x}{2\pi x}\right)dx\nonumber\\
&=2\int_0^1\left[1-\cos2\pi x-\frac{\sin2\pi x}{2\pi x}+\frac{\sin4\pi x}{4\pi x}\right]dx .
\end{align}
The cosine integrates to zero over a full period. With the sine integral ${\rm Si}(z)=\int_0^z(\sin s/s)\,ds$, the last two terms give
\begin{equation}
J=2-\frac{{\rm Si}(2\pi)}{\pi}+\frac{{\rm Si}(4\pi)}{2\pi}.
\end{equation}
The values ${\rm Si}(2\pi)=1.418152$ and ${\rm Si}(4\pi)=1.492161$ yield $J=2-0.4514+0.2375=1.786$. The answer to (a) is
\begin{equation}
\boxed{E(R)=E_g+\frac{\hbar^2\pi^2}{2\mu R^2}-1.786\,\frac{e^2}{4\pi\varepsilon_0\varepsilon R}}
\label{eq:brus}
\end{equation}
In Gaussian units the last term is $-1.786\,e^2/(\varepsilon R)$.

Two comparisons give the coefficient a meaning. If both clouds filled the sphere uniformly, then $p=3x^2$, $P=x^3$, and (\ref{eq:J}) would give $6\int_0^1x^4dx=6/5$. The actual clouds are denser near the centre and attract more strongly. A hole pinned at the centre would give more than 2, as shown above. The true hole is spread out, so the attraction lies between these cases.

\section*{Range of validity}

Define the exciton Bohr radius $a_B=\hbar^2/(\mu C)$ and the exciton Rydberg ${\rm Ry}^*=C/(2a_B)$. Then $\hbar^2/(2\mu)={\rm Ry}^*a_B^2$ and $C=2\,{\rm Ry}^*a_B$, so (\ref{eq:brus}) becomes
\begin{equation}
\frac{E-E_g}{{\rm Ry}^*}=\pi^2y^2-2Jy,\qquad y=\frac{a_B}{R}.
\end{equation}
The Coulomb term is smaller than the kinetic term by the factor $2J/(\pi^2y)=0.36\,R/a_B$. For electron and hole masses that are not too different, the expansion is thus meant for $R<a_B$. A hole much heavier than the electron has closely spaced levels, which the attraction mixes more easily, and the radius must then be smaller still.

The next order can be estimated. Its matrix elements scale as $C/R$ and, at a fixed mass ratio, its energy denominators scale as $\hbar^2/(\mu R^2)$, so $E_2$ does not depend on $R$. To bound it, use the trial state $(1+\lambda r_{12})\psi_0$, with $\lambda$ of first order in $C$. Let $H_0$ be the Hamiltonian without attraction, $E_0$ its lowest energy and $V=-C/r_{12}$. Keeping second-order terms, the variational principle gives
\begin{equation}
E_2\le2\lambda\langle r_{12}(V-E_1)\rangle+\lambda^2\langle r_{12}\psi_0|H_0-E_0|r_{12}\psi_0\rangle .
\end{equation}
With $s=\langle r_{12}\rangle/R$, the first average is $-C+(CJ/R)\,sR=C(Js-1)$. For the second, the product rule and the equation for $\psi_0$ give
\begin{equation}
(H_0-E_0)(r_{12}\psi_0)=-\sum_{i=e,h}\frac{\hbar^2}{2m_i}\,\frac{1}{\psi_0}\nabla_i\cdot(\psi_0^2\nabla_ir_{12}).
\end{equation}
Multiply by $r_{12}\psi_0$ and integrate by parts. The surface term vanishes with $\psi_0$ at the wall, and $|\nabla_ir_{12}|=1$, which leaves $\hbar^2/(2\mu)$. Minimizing over $\lambda$,
\begin{equation}
E_2\le-\frac{C^2(Js-1)^2}{\hbar^2/(2\mu)}=-4(Js-1)^2\,{\rm Ry}^* .
\end{equation}
Numerical integration over the two densities gives $s=0.6993$, so $E_2$ lies at or below $-0.248\,{\rm Ry}^*$. The optimal $\lambda$ is negative: the pair favours smaller separations. For the masses in (c), a numerical second-order sum over pair states with $l\le8$ and ten radial functions for each $l$ gives $-0.316\,{\rm Ry}^*$. Every omitted term is negative, so a larger basis would lower this somewhat.

In a large dot the formula fails. The minimum of $\pi^2y^2-2Jy$ is $-J^2/\pi^2=-0.32$, so (\ref{eq:brus}) never reaches the bulk exciton energy $E_g-{\rm Ry}^*$. For $R\gg a_B$ the pair first binds and then moves as one particle of mass $M$, with
\begin{equation}
E\simeq E_g-{\rm Ry}^*+\frac{\hbar^2\pi^2}{2MR^2}
\end{equation}
to leading order. Here the separation of coordinates is a good approximation, because $r$ stays far below $R$; the confined coordinate is then the centre of mass, not the relative one.

\section*{The example}

The constants are $\hbar^2/(2m_0)=0.0381$ eV\,nm$^2$ and $e^2/(4\pi\varepsilon_0)=1.440$ eV\,nm. The confinement energies are
\begin{align}
E_e&=\frac{0.0381\,\pi^2}{0.12\times2.5^2}=0.501\ {\rm eV},&
E_h&=\frac{0.0381\,\pi^2}{0.50\times2.5^2}=0.120\ {\rm eV},
\end{align}
and their sum, taken before rounding, is 0.622 eV. The Coulomb term is
\begin{equation}
-\frac{1.786\times1.440}{9\times2.5}=-0.114\ {\rm eV}.
\end{equation}
The optical gap is $1.8+0.622-0.114=2.31$ eV, a wavelength of 537 nm. The reduced mass is $0.0968\,m_0$, so $a_B=4.92$ nm, $R/a_B=0.51$ and ${\rm Ry}^*=0.0163$ eV. The second-order energy is about $-0.005$ eV, between 4 and 5\% of the Coulomb term. Within the model, first order suffices here.

With the other parameters fixed, the gap falls from 2.63 eV at $R=2$ nm to 1.97 eV at 4 nm. The kinetic term drops by a factor of four and the Coulomb term by two.

\section*{What a real dot changes}

The parameters are rough typical values for colloidal II--VI semiconductor nanocrystals, and a gap in the visible is reasonable for dots of this size. The model's assumptions are much less secure than its arithmetic. Each estimate below changes one assumption and keeps the rest.

\textbf{Finite walls.} Take barriers of 3 eV and the free mass outside. The outer solution is $e^{-\kappa r}/r$. Continuity of $\psi$ and of $\psi'/m$ gives, for inner mass $m$,
\begin{equation}
kR\cot kR=1-\frac{m}{m_0}(1+\kappa R),\qquad \kappa=\frac{\sqrt{2m_0(3\,{\rm eV}-E)}}{\hbar}.
\end{equation}
A hard wall would make the right side $-\infty$. With $\kappa R$ near 21, it is about $-1.7$ for the electron and $-10$ for the hole, so the light electron meets a much softer wall. Solving for $E$ lowers the electron level by 0.252 eV, half its confinement energy, and the hole level by 0.020 eV. The softer walls also spread both clouds: $J$ falls from 1.786 to about 1.48, which weakens the attraction by 0.020 eV.

\textbf{Band shape.} Two bands coupled in proportion to $k$ give $E(E+E_g)\propto k^2$. Matching the band-edge mass yields $E(1+E/E_g)=\hbar^2k^2/(2m_e)$. With $k=\pi/R$ kept, $E_e$ falls by 0.093 eV. A softer wall reduces $k$, so this shift and the previous one do not simply add.

\textbf{Degenerate valence band.} Let heavy holes ($0.50\,m_0$) mix with light holes ($0.15\,m_0$) in the spherical four-band model. In the even level of total angular momentum $3/2$, each type contains $l=0$ and $l=2$ waves of equal weight, with opposite relative signs for the two types; this follows from the Clebsch--Gordan coefficients for fixed spin projection along the wave vector. Requiring both components to vanish at the wall gives
\begin{equation}
j_0(a)j_2(b)+j_2(a)j_0(b)=0,\qquad b=a\sqrt{0.15/0.50},
\end{equation}
where $j_l$ are spherical Bessel functions and $a$ is the heavy-hole wave number times $R$. The lowest root is $a=4.493$ instead of $\pi$, which raises the hole energy by 0.126 eV.

\textbf{Surface polarization.} Let the outside dielectric constant be $\varepsilon_o=2$. Matching the potential and the normal displacement at the surface, multipole by multipole, gives a charge at $x$ the self-energy $\frac{e^2}{8\pi\varepsilon_0R}\sum_n\alpha_nx^{2n}$, with
\begin{equation}
\alpha_n=\frac{(n+1)(\varepsilon-\varepsilon_o)}{\varepsilon[n\varepsilon+(n+1)\varepsilon_o]} .
\end{equation}
For the neutral pair the two $n=0$ self-energies cancel against the mutual term, whose higher multipoles average to zero in spherical states. The self-energies with $n\ge1$ remain and add 0.034 eV.

\textbf{Choice of $\varepsilon$.} A value of 9 is close to the static dielectric constant of II--VI materials, which includes the displacement of the ions. In a small dot the electron and hole densities nearly cancel and the level spacings exceed the optical phonon energy, so the ions screen little and the smaller optical constant is more appropriate. With $\varepsilon=6$ the Coulomb term becomes $-0.171$ eV, a change of about $-0.06$ eV.

\textbf{Temperature.} In the single-band model the next hole level has $l=1$ and $kR=4.493$, and lies 0.126 eV above the lowest. Both numbers agree with those of the mixed hole to the digits shown. This is an accident of the chosen mass ratio: for equal heavy and light masses the mixing root returns to $\pi$. The thermal energy at 300 K, 0.026 eV, is about a fifth of the single-band spacing, so in that model the lowest hole level dominates. Heavy--light mixing reduces the spacing: in the four-band model with hard walls the next hole level lies only about 0.05 eV above the lowest, roughly twice the thermal energy, so its thermal population is no longer negligible. The four-band model itself omits the split-off band, which in II--VI materials can lie no farther away than the hole energy is large; including it with a splitting of 0.42 eV leaves the lowest level almost unchanged but reduces the spacing to about 0.03 eV.

The largest correction, from the finite electron barrier, is more than twice the whole Coulomb term. The value 2.31 eV is therefore the answer of the hard-wall model. For a real dot, single corrections reach about a quarter of an eV; they differ in sign and do not simply add, so these separate estimates do not fix the total shift. The formula shows that the gap grows as the dot shrinks, but it overstates the rate: with the 3 eV barriers above, the total confinement energy rises by a factor of about 3, not 4, when $R$ falls from 4 to 2 nm. A radius inferred from a measured gap needs at least a finite barrier and a realistic band structure.

All numerical values are calculated from the stated model.
